**Coulomb levels of two equivalent electrons in jj coupling**

For two electrons in a subshell of angular momentum \(j\), the first-order Coulomb energy is \(E_J=\sum_kF^kf_k(J)\), with \(f_k(J)=(-1)^{2j+J}N_k^2\{j\,j\,J;\,j\,j\,k\}\) and even \(k\). Here \(F^k\) is the Slater integral of the radial density \(P^2+Q^2\), \(N_k\) is the reduced element of the spherical tensor \(C^k\), and \(J\) is the total angular momentum. The program builds the angular matrices by quadrature for both signs of the Dirac quantum number \(\kappa\) and asserts the formula for \(N_k\). For \(j=3/2\) to \(9/2\), it asserts the 6j formula and the commutator identity that makes \(f_k(0)-f_k(J)\) positive for even \(k\ge2\) and \(J>0\). It also applies the interaction in a basis of antisymmetric determinants and asserts that the levels agree with the formula and that \(J=0\) is highest. The radial orbital and the Slater integrals of the example are tested against the Dirac equations and a two-dimensional quadrature. For two \(3d_{5/2}\) electrons at \(Z=80\), the output gives 219.5, 189.6 and 178.0 eV for \(J=0,2,4\). These are first-order energies without screening, Breit interaction or configuration mixing.

## Verification by program

```python
"""
Coulomb energy of two equivalent electrons in a relativistic subshell j^2:
    E_J = sum_k F^k f_k(J),   k even,
    f_k(J) = (-1)^(2j+J) N_k^2 {j j J; j j k},
    N_k = <j||C^k||j> = (-1)^(j-1/2) (2j+1) (j k j; -1/2 0 1/2).
Result under test: J = 0 is strictly the highest level for j >= 3/2.
F^k: radial Slater integral of the density P^2 + Q^2.
C^k_q: spherical harmonic times sqrt(4 pi/(2k+1)).
kappa: Dirac angular quantum number, j = |kappa| - 1/2.
Internal energies are in hartree and lengths in bohr; c = 1/alpha.
"""
import numpy as np
import sympy as sp
from math import factorial
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import lpmv, gammaln, gamma as gamma_function, eval_legendre
from sympy.physics.wigner import wigner_3j, wigner_6j, clebsch_gordan

alpha = constants.alpha
c_light = 1.0 / alpha
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80
half = sp.Rational(1, 2)


def harmonic(l, m, x, phi):
    """Spherical harmonic with the Condon-Shortley phase, x = cos(theta)."""
    if abs(m) > l:
        return np.zeros_like(x, dtype=complex)
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, x, phi))
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, x) * np.exp(1j * m * phi)


def c_tensor(k, q, x, phi):
    return np.sqrt(4*np.pi / (2*k + 1)) * harmonic(k, q, x, phi)


nodes, node_weights = np.polynomial.legendre.leggauss(18)
phis = 2*np.pi*np.arange(40) / 40
X, PHI = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
W = np.repeat(node_weights, 40) * 2*np.pi / 40


def spinors(kappa):
    """Two-component spin-angular functions for m = -j ... j."""
    l = kappa if kappa > 0 else -kappa - 1
    twoj = 2*abs(kappa) - 1
    result = []
    for twom in range(-twoj, twoj + 1, 2):
        m = twom / 2
        plus = np.sqrt((l + m + 0.5) / (2*l + 1)) if l + m + 0.5 > 0 else 0.0
        minus = np.sqrt((l - m + 0.5) / (2*l + 1)) if l - m + 0.5 > 0 else 0.0
        up, down = (plus, minus) if kappa < 0 else (-minus, plus)
        result.append([up * harmonic(l, (twom - 1)//2, X, PHI),
                       down * harmonic(l, (twom + 1)//2, X, PHI)])
    return np.array(result)


def angular_matrices(kappa):
    """All matrices <jm|C^k_q|jm'> by quadrature over the sphere."""
    omega = spinors(kappa)
    density = np.einsum("asg,bsg->abg", omega.conj(), omega)
    matrices = {}
    for k in range(2*abs(kappa)):
        for q in range(-k, k + 1):
            matrices[k, q] = density @ (W * c_tensor(k, q, X, PHI))
    return matrices


def reduced_element(j, k):
    if k % 2:
        return sp.Integer(0)
    return ((-1) ** int(j - half) * (2*j + 1)
            * wigner_3j(j, k, j, -half, 0, half))


def angular_coefficient(j, k, J):
    value = ((-1) ** int(2*j + J) * reduced_element(j, k)**2
             * wigner_6j(j, j, J, j, j, k))
    return sp.simplify(value)


def slater_integral(k, n):
    """F^k for the nodeless orbital kappa = -n in the field of charge Z."""
    g = np.sqrt(n**2 - (Z*alpha)**2)
    integral = quad(lambda t: t**(2*g + k) * (1 + t)**(-4*g - 1),
                    0, 1, epsabs=1e-14, epsrel=1e-12)[0]
    return 4*Z/n * np.exp(gammaln(4*g + 1) - 2*gammaln(2*g + 1)) * integral


def dirac_energy(n, kappa):
    g = np.sqrt(kappa**2 - (Z*alpha)**2)
    return c_light**2 * (1/np.sqrt(1 + (Z*alpha/(n - abs(kappa) + g))**2) - 1)


# Coulomb multipoles from projection of the inverse distance.
u, wu = np.polynomial.legendre.leggauss(80)
for k in range(9):
    projected = (2*k + 1)/2 * np.sum(
        wu * eval_legendre(k, u) / np.sqrt(0.6**2 + 1.3**2 - 2*0.6*1.3*u))
    assert abs(projected - 0.6**k / 1.3**(k + 1)) < 1e-11
    x1, p1, x2, p2 = 0.31, 0.7, -0.42, 2.1
    cosine = x1*x2 + np.sqrt((1-x1**2)*(1-x2**2))*np.cos(p1-p2)
    scalar = sum((-1)**q * c_tensor(k, q, np.array(x1), p1)
                 * c_tensor(k, -q, np.array(x2), p2) for q in range(-k, k+1))
    assert abs(scalar - eval_legendre(k, cosine)) < 1e-11

# The nodeless orbital satisfies both radial Dirac equations.
n = 3
kappa = -n
g = np.sqrt(n**2 - (Z*alpha)**2)
decay = Z / n
ratio = -(n - g) / (Z*alpha)
energy = dirac_energy(n, kappa)


def large(r):
    return r**g * np.exp(-decay*r)


for r in (0.03, 0.1, 0.25):
    h = 1e-5*r
    slope = (large(r+h) - large(r-h)) / (2*h)
    P, Q = large(r), ratio*large(r)
    right_p = -kappa/r*P + (energy + Z/r + 2*c_light**2)/c_light*Q
    right_q = kappa/r*Q - (energy + Z/r)/c_light*P
    assert abs(slope - right_p) < 1e-6*decay*P
    assert abs(ratio*slope - right_q) < 1e-6*decay*P

# Slater integrals from their two-dimensional radial definition.
s, ws = np.polynomial.legendre.leggauss(100)
s, ws = (s + 1)/2, ws/2
R = 30/decay


def raw_density(r):
    return large(r)**2 * (1 + ratio**2)


radial_norm = R*np.sum(ws*raw_density(R*s))
for k in (0, 2, 4):
    total = 0.0
    for r, w in zip(R*s, R*ws):
        inner, outer = r*s, r + (R-r)*s
        potential = r*np.sum(ws*raw_density(inner)*inner**k)/r**(k+1)
        potential += (R-r)*np.sum(ws*raw_density(outer)*r**k/outer**(k+1))
        total += w*raw_density(r)*potential
    assert abs(total/radial_norm**2/slater_integral(k, n) - 1) < 1e-7


def radial_spectrum(kappa, size=5):
    """Dirac spectrum in functions r^(gamma+i) exp(-Z r/3)."""
    power = np.sqrt(kappa**2 - (Z*alpha)**2)
    i = np.arange(size)
    p = 2*power + i[:, None] + i[None, :]
    # Distances are measured in 1/(2 Z/3) to keep powers well scaled.
    scale = 2*Z/3
    S = gamma_function(p + 1)
    inverse_r = gamma_function(p) * scale
    derivative = (power + i[None, :])*inverse_r - Z/3*S
    upper = c_light*(-derivative + kappa*inverse_r)
    H = np.block([[-Z*inverse_r, upper],
                  [upper.T, -Z*inverse_r - 2*c_light**2*S]])
    metric = np.block([[S, np.zeros_like(S)], [np.zeros_like(S), S]])
    d = 1/np.sqrt(np.diag(metric))
    return eigh(H*d[:, None]*d, metric*d[:, None]*d, eigvals_only=True)


# Finite-basis roundoff is amplified by the large rest energy.
for test_kappa in (-3, 2):
    assert min(abs(radial_spectrum(test_kappa)
                   - dirac_energy(3, test_kappa))) < 1e-4

smallest_gap = np.inf
example_levels = {}
for twoj in (3, 5, 7, 9):
    j, jf = sp.Rational(twoj, 2), twoj/2
    dim = twoj + 1
    ms = [sp.Rational(t, 2) for t in range(-twoj, twoj + 1, 2)]
    mf = np.array([float(m) for m in ms])
    T = angular_matrices(-dim//2)
    opposite = angular_matrices(dim//2)
    N2 = {}
    for k in range(dim):
        N = reduced_element(j, k)
        N2[k] = float(N**2)
        for q in range(-k, k + 1):
            expected = np.zeros((dim, dim))
            if k % 2 == 0:
                for a, m in enumerate(ms):
                    b = a - q
                    if 0 <= b < dim:
                        expected[a, b] = float(
                            (-1)**int(j-m)*wigner_3j(j, k, j, -m, q, ms[b])*N)
            assert np.allclose(T[k, q], expected, atol=1e-11)
            assert np.allclose(opposite[k, q], T[k, q], atol=1e-11)
    T = {key: value.real for key, value in T.items()}

    Jz = np.diag(mf)
    Jp = np.diag(np.sqrt(jf*(jf+1) - mf[:-1]*(mf[:-1]+1)), -1)
    Jm = Jp.T
    ranks = range(0, twoj, 2)
    for k in ranks:
        closure = sum(T[k, q] @ T[k, q].T for q in range(-k, k+1))
        assert np.allclose(closure, N2[k]/dim*np.eye(dim), atol=1e-11)
        factor = N2[k]*k*(k+1)/(2*jf*(jf+1)*dim)
        for generator in (Jz, Jp, Jm):
            vector = sum((generator @ T[k, q] - T[k, q] @ generator)
                         @ T[k, q].T for q in range(-k, k+1))
            assert np.allclose(vector, factor*generator, atol=1e-11)

    # Coupled states: angular formula, commutator identity, rank-one control.
    U = np.zeros((dim, dim))
    for a, m in enumerate(ms):
        U[a, dim-1-a] = (-1)**int(j-m)
    coefficients = {}
    rank_one = []
    for J in range(dim):
        M = J//2
        c = np.zeros((dim, dim))
        for a, m in enumerate(ms):
            if abs(M-m) <= j:
                b = int(M-m+j)
                c[a, b] = float(clebsch_gordan(j, j, J, m, M-m, M))
        assert np.allclose(c.T, (-1)**(twoj-J)*c, atol=1e-12)
        A = c @ U.T
        rank_one.append(np.trace(c.T @ Jz @ c @ Jz.T)
                        + 0.5*np.trace(c.T @ Jp @ c @ Jm.T)
                        + 0.5*np.trace(c.T @ Jm @ c @ Jp.T))
        for k in ranks:
            direct = sum((-1)**q*np.trace(c.T @ T[k, q] @ c @ T[k, -q].T)
                         for q in range(-k, k+1))
            formula = float(angular_coefficient(j, k, J))
            coefficients[k, J] = formula
            assert abs(direct - formula) < 1e-11
            commutator_norm = sum(np.sum((T[k, q] @ A - A @ T[k, q])**2)
                                  for q in range(-k, k+1))
            gap = coefficients[k, 0] - direct
            assert abs(gap - commutator_norm/2) < 1e-11
            if k > 0 and J > 0:
                assert gap > 1e-8
                if J % 2 == 0:
                    smallest_gap = min(smallest_gap, gap)
    assert np.argmin(rank_one) == 0

    # Antisymmetric determinants with direct and exchange terms.
    F = {k: slater_integral(k, dim//2) for k in ranks}
    assert min(F.values()) > 0
    interaction = sum(F[k]*(-1)**q*np.einsum("ac,bd->abcd", T[k, q], T[k, -q])
                      for k in ranks for q in range(-k, k+1))
    dot = (np.einsum("ac,bd->abcd", Jz, Jz)
           + 0.5*np.einsum("ac,bd->abcd", Jp, Jm)
           + 0.5*np.einsum("ac,bd->abcd", Jm, Jp))
    pairs = [(a, b) for a in range(dim) for b in range(a+1, dim)]

    def determinant_matrix(v):
        return np.array([[v[a, b, d, e] - v[a, b, e, d] for d, e in pairs]
                         for a, b in pairs])

    H = determinant_matrix(interaction)
    J2 = 2*jf*(jf+1)*np.eye(len(pairs)) + 2*determinant_matrix(dot)
    j2_values, vectors = np.linalg.eigh(J2)
    J_values = np.rint((-1 + np.sqrt(1 + 4*j2_values))/2).astype(int)
    assert set(J_values) == set(range(0, twoj, 2))
    levels = {}
    for J in range(0, twoj, 2):
        space = vectors[:, J_values == J]
        assert space.shape[1] == 2*J + 1
        levels[J] = sum(F[k]*coefficients[k, J] for k in ranks)
        assert np.allclose(H @ space, levels[J]*space, atol=1e-9)
    assert all(levels[0] > levels[J] for J in levels if J > 0)
    mean = F[0] - sum(N2[k]*F[k]/(twoj*dim) for k in ranks if k > 0)
    assert abs(np.trace(H)/len(pairs) - mean) < 1e-10
    if twoj == 5:
        example_levels, example_F, example_mean = levels, F, mean

print("Exact angular coefficients (dimensionless)")
for twoj in (3, 5):
    j = sp.Rational(twoj, 2)
    for k in range(2, twoj, 2):
        print(f"j={j}, k={k}: N_k^2 = {sp.simplify(reduced_element(j, k)**2)}")
        for J in range(0, twoj, 2):
            six = sp.simplify(wigner_6j(j, j, J, j, j, k))
            print(f"  J={J}: 6j = {six}, f_k = {angular_coefficient(j, k, J)}")
print(f"Smallest f_k(0)-f_k(J), j=3/2..9/2, even J,k>=2: {smallest_gap:.6f}")
print("Example: two 3d_5/2 electrons, point nucleus")
print(f"Nuclear charge Z = {Z} (dimensionless)")
print(f"Z alpha = {Z*alpha:.6f} (dimensionless)")
print(f"gamma = {g:.6f} (dimensionless)")
print(f"lambda = {decay:.6f} inverse bohr")
print(f"Q/P = {ratio:.6f} (dimensionless)")
for k in (0, 2, 4):
    print(f"F^{k} = {example_F[k]*hartree_ev:.4f} eV")
for J in (0, 2, 4):
    print(f"E_{J} = {example_levels[J]*hartree_ev:.4f} eV"
          f" = {example_levels[J]:.6f} hartree")
for J in (2, 4):
    difference = example_levels[0] - example_levels[J]
    print(f"E_0 - E_{J} = {difference*hartree_ev:.4f} eV")
    for k in (2, 4):
        part = example_F[k]*float(angular_coefficient(sp.Rational(5, 2), k, 0)
                                 - angular_coefficient(sp.Rational(5, 2), k, J))
        print(f"  contribution of F^{k} = {part*hartree_ev:.4f} eV")
print(f"Mean over 15 states = {example_mean*hartree_ev:.4f} eV")
splitting = dirac_energy(3, -3) - dirac_energy(3, 2)
print(f"One-electron 3d_5/2 - 3d_3/2 = {splitting*hartree_ev:.2f} eV")
print("all assertions hold")
```

Running it gives:

```
Exact angular coefficients (dimensionless)
j=3/2, k=2: N_k^2 = 4/5
  J=0: 6j = -1/4, f_k = 1/5
  J=2: 6j = 3/20, f_k = -3/25
j=5/2, k=2: N_k^2 = 48/35
  J=0: 6j = -1/6, f_k = 8/35
  J=2: 6j = -1/60, f_k = 4/175
  J=4: 6j = 1/12, f_k = -4/35
j=5/2, k=4: N_k^2 = 4/7
  J=0: 6j = -1/6, f_k = 2/21
  J=2: 6j = 1/12, f_k = -1/21
  J=4: 6j = 1/36, f_k = -1/63
Smallest f_k(0)-f_k(J), j=3/2..9/2, even J,k>=2: 0.040437
Example: two 3d_5/2 electrons, point nucleus
Nuclear charge Z = 80 (dimensionless)
Z alpha = 0.583788 (dimensionless)
gamma = 2.942650 (dimensionless)
lambda = 26.666667 inverse bohr
Q/P = -0.098237 (dimensionless)
F^0 = 190.4483 eV
F^2 = 100.1228 eV
F^4 = 65.1956 eV
E_0 = 219.5427 eV = 8.068044 hartree
E_2 = 189.6323 eV = 6.968859 hartree
E_4 = 177.9709 eV = 6.540310 hartree
E_0 - E_2 = 29.9104 eV
  contribution of F^2 = 20.5967 eV
  contribution of F^4 = 9.3137 eV
E_0 - E_4 = 41.5718 eV
  contribution of F^2 = 34.3278 eV
  contribution of F^4 = 7.2440 eV
Mean over 15 states = 184.6295 eV
One-electron 3d_5/2 - 3d_3/2 = 194.72 eV
all assertions hold
```
